# Ballistic heat conductance of a free sheet: flexural versus in-plane phonons

**Question**

I am trying to show that, at low temperature, the ballistic thermal conductance per unit width of a free sheet scales as $T^{3/2}$ for flexural phonons with $\omega\propto q^2$, but as $T^2$ for in-plane phonons with $\omega\propto q$. My trouble is the group velocity. Flexural phonons become arbitrarily slow as $q\to0$, so I expected them to carry less heat on cooling, yet $T^{3/2}$ falls more slowly than $T^2$. Where does the velocity go? And does the $T^{3/2}$ law really continue to $T=0$?

**Answer**

The velocity cancels against the density of states. What remains is the wavenumber $q(\omega)$, which counts the transverse channels available at frequency $\omega$. The $T^{3/2}$ law holds in a temperature window, and tension across the heat flow or finite width ends it on the cold side.

**Assumptions.** The sheet is flat, isotropic and harmonic, with mass per area $\rho$ and bending rigidity $\kappa$. It is unsupported and free of tension, and it joins two phonon baths through reflectionless contacts. It is much shorter than the phonon mean free path and wide enough for many transverse channels to be open. Thermal phonons lie far below the zone edge.

**The two dispersions**

Let $h(x,y)$ be the out-of-plane displacement. A small uniform tilt, $h=\alpha x$, merely rotates a free sheet and costs no energy. A term $|\nabla h|^2$ would charge $\alpha^2$ per area for it, so that term is absent. The next terms contain two second derivatives. In an isotropic sheet these are $(\nabla^2h)^2$ and $h_{xx}h_{yy}-h_{xy}^2$. The latter equals $\partial_x(h_xh_{yy})-\partial_y(h_xh_{xy})$, a boundary term that does not affect bulk waves. Hence

$$E=\frac12\int d^2r\left[\rho\,\dot h^2+\kappa(\nabla^2h)^2\right].$$

For wavevector $\mathbf q$, $\nabla^2\to-q^2$. Each mode is an oscillator with inertia $\rho$ and stiffness $\kappa q^4$:

$$\rho\omega^2=\kappa q^4,\qquad \omega=bq^2,\qquad b=\sqrt{\kappa/\rho}.$$

A ring of 60 equal masses moving out of plane illustrates the role of tilt. With nearest-neighbour springs alone, tilt costs energy, and doubling the smallest $q$ multiplies $\omega$ by 2.00. A second-neighbour spring of $-1/4$ the first makes $\sum_n k_nn^2=0$, so tilt is free, and the factor becomes 3.99.

In-plane strain is a first derivative of displacement, so its energy is proportional to $q^2$. With stiffness $C_{11}$ for longitudinal and $C_{66}$ for transverse waves, $\rho\omega^2=Cq^2$, or $\omega=cq$ with $c=\sqrt{C/\rho}$.

**From heat flux to one integral**

There are $d^2q/(2\pi)^2$ modes per area. Each phonon carries $\hbar\omega$ and crosses a line normal to $x$ at a rate proportional to $v_x$. Right-movers have the occupation of the left bath, and left-movers that of the right bath. For one branch,

$$\frac JW=\int_{v_x>0}\frac{d^2q}{(2\pi)^2}\,\hbar\omega\,v_x\,[n(T_1)-n(T_2)],\qquad n=\frac1{e^{\hbar\omega/k_BT}-1}.$$

For a small temperature difference, $n(T_1)-n(T_2)\approx(T_1-T_2)\,\partial n/\partial T$. Dividing by $T_1-T_2$ and using $v_x=v\cos\theta$, with $v=d\omega/dq$, gives

$$\frac GW=\frac1{4\pi^2}\int_0^\infty q\,dq\;v\,\hbar\omega\frac{\partial n}{\partial T}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta .$$

The angular integral is 2, and $v\,dq=d\omega$. Therefore

$$\frac GW=\frac1{2\pi^2}\int_0^\infty d\omega\;q(\omega)\,\hbar\omega\,\frac{\partial n}{\partial T}.$$

This is where your velocity goes: slow phonons carry energy slowly, but they are packed more densely in frequency by the same factor.

The remaining $q(\omega)$ has a direct meaning. In a strip with periodic transverse boundary conditions, $q_y$ is spaced by $2\pi/W$. The channels open at $\omega$ satisfy $|q_y|<q(\omega)$, so their number is $2q/(2\pi/W)=Wq/\pi$. Each contributes $\int d\omega\,\hbar\omega(\partial n/\partial T)/2\pi$, which reproduces the formula. At low frequency $\sqrt{\omega/b}$ exceeds $\omega/c$, so the flexural branch offers more channels.

**The powers of temperature**

Set $x=\hbar\omega/k_BT$. Since $\partial x/\partial T=-x/T$ at fixed $\omega$,

$$\frac{\partial n}{\partial T}=\frac xT\,\frac{e^x}{(e^x-1)^2}.$$

With $\hbar\omega=k_BTx$ and $d\omega=(k_BT/\hbar)dx$, the factors combine as $(k_BTx)(x/T)(k_BT/\hbar)=(k_B^2T/\hbar)x^2$:

$$\frac GW=\frac{k_B^2T}{2\pi^2\hbar}\int_0^\infty dx\;q\!\left(\frac{k_BTx}{\hbar}\right)\frac{x^2e^x}{(e^x-1)^2}.$$

If $\omega\propto q^s$, then $q\propto T^{1/s}x^{1/s}$ and $G/W\propto T^{1+1/s}$. This is $T^{3/2}$ for $s=2$ and $T^2$ for $s=1$.

The prefactors require

$$I_p=\int_0^\infty\frac{x^pe^x}{(e^x-1)^2}dx .$$

Differentiating $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and changing sign gives $e^x/(e^x-1)^2=\sum_m m\,e^{-mx}$. Thus, for $p>1$,

$$I_p=\sum_{m\ge1}m\,\frac{\Gamma(p+1)}{m^{p+1}}=\Gamma(p+1)\zeta(p).$$

For the flexural branch $q=\sqrt{k_BTx/\hbar b}$, so $p=5/2$. For a linear branch $q=k_BTx/\hbar c$, so $p=3$:

$$\boxed{\frac{G_F}W=\frac{\Gamma(7/2)\zeta(5/2)}{2\pi^2}\,\frac{k_B^{5/2}T^{3/2}}{\hbar^{3/2}b^{1/2}}},\qquad
\boxed{\frac{G_c}W=\frac{6\zeta(3)}{2\pi^2}\,\frac{k_B^3T^2}{\hbar^2c}} .$$

The in-plane total is the sum over longitudinal and transverse branches. Both contributions vanish on cooling, but $G_F/G_{\text{in-plane}}\propto T^{-1/2}$ grows.

**Numbers for a graphene-like sheet**

Take the rough values $\kappa=1.40$ eV, $\rho=0.76$ mg/m², $c_L=21$ km/s and $c_T=14$ km/s, so $b=5.43\times10^{-7}$ m²/s. At 10 K the conductance quantum $G_0=\pi^2k_B^2T/3h$ is 0.00946 nW/K. Because $h=2\pi\hbar$, the common prefactor is

$$\frac{k_B^2T}{2\pi^2\hbar}=\frac{3G_0}{\pi^3}=9.15\times10^{-4}\ \text{nW/K}.$$

The flexural wavenumber at $\hbar\omega=k_BT$ is 1.552 nm⁻¹, or 1552 µm⁻¹. With $I_{5/2}=4.458$,

$$G_F/W\approx(9.15\times10^{-4})(1552)(4.458)\approx6.3\ \text{nW/(K µm)}.$$

The transverse wavelength at the same energy is 67.2 nm, so $q=2\pi/67.2\ \text{nm}=93.5$ µm⁻¹. With $I_3=7.212$, this branch gives 0.62 nW/(K µm). The longitudinal branch gives $14/21$ of that, 0.41, and the in-plane sum is 1.03 nW/(K µm).

| $T$ (K) | flexural, nW/(K µm) | in-plane, nW/(K µm) | ratio |
|---:|---:|---:|---:|
| 5 | 2.24 | 0.257 | 8.7 |
| 10 | 6.34 | 1.03 | 6.2 |
| 20 | 17.9 | 4.12 | 4.4 |

As a test, the original flux integral was evaluated over the $(q_x,q_y)$ plane at 10 K, with numerical velocities and two slightly different bath temperatures. It gave 6.34 and 1.03 nW/(K µm). Repeating it at 5 K on the same wavevector grid gave exponents 1.500 and 2.000.

A measurement of the total would show neither pure power. Its local exponent is the average of 3/2 and 2 weighted by the contributions, $1.5+0.5(1.03/7.37)=1.57$ at 10 K. Extrapolating the two laws makes them equal at 379 K, but that is not a prediction: the flexural thermal wavenumber would be about 9.6 nm⁻¹, comparable with the zone-edge scale $\pi/a=12.8$ nm⁻¹ for a lattice period $a=0.246$ nm.

**Why the law does not reach $T=0$**

*Tension.* A tension $\sigma$, equal in all directions, adds $\frac12\sigma|\nabla h|^2$ to the energy density, so

$$\omega^2=b^2q^4+\frac\sigma\rho q^2.$$

The terms are equal at $q^2=\sigma/(\rho b^2)$, where $bq^2=\sigma/(\rho b)$. This defines the crossover scale $k_BT_\sigma=\hbar\sigma/(\rho b)$. Far below it, $\omega\approx\sqrt{\sigma/\rho}\,q$, and the flexural conductance also follows $T^2$, with $c=\sqrt{\sigma/\rho}$.

For equal biaxial strain $\epsilon$, $\sigma=(C_{11}+C_{12})\epsilon$. Isotropy gives $C_{12}=C_{11}-2C_{66}$, hence $\sigma=2\rho(c_L^2-c_T^2)\epsilon$. A strain of $10^{-4}$ gives $\sigma=0.037$ N/m and $T_\sigma=0.69$ K, and it lowers $G_F$ at 10 K by 1.2%. A strain of $10^{-3}$ gives $T_\sigma=6.9$ K and lowers it by 9.6%. Tension raises $\omega$ at fixed $q$, so fewer channels are open at a given $\omega$.

*Finite width.* With periodic transverse boundaries and $W=1$ µm, the first nonzero $q_y=2\pi/W$ corresponds to 0.67 K for the transverse branch and 0.16 mK for the untensioned flexural branch. Well below its own scale, each branch retains its $q_y=0$ channel, with conductance

$$\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\frac{\partial n}{\partial T}=\frac{k_B^2T}{h}I_2=\frac{\pi^2k_B^2T}{3h},$$

because $I_2=2\zeta(2)=\pi^2/3$. The law is then linear in $T$. At 10 K many channels are open, and the explicit channel sum for this strip gives 6.34 and 1.03 nW/K, in agreement with the sheet formulas. Free edges change the boundary conditions. A free strip can both bend and twist, so its flexural branch keeps two channels on cooling instead of one. When many channels are open, free edges add on average about one flexural channel and about one in-plane channel in total. At 10 K this is about 0.15% of the flexural and 0.9% of the in-plane conductance.

**Comparison with real graphene**

The parameters are in the usual range for graphene, but the conductances are model results, not measurements. A clamped suspended sheet can carry tensile strain. If the tension is equal in all directions, it moves the flexural exponent gradually from 3/2 towards 2 on cooling: the exponent is about 1.62 at $T_\sigma$ and 1.91 at $T_\sigma/10$. The direction matters. At fixed $q_y$ the frequency rises with $q_x$, so a channel opens at its frequency for $q_x=0$, where tension along the heat flow $x$ has no effect. Such tension alone leaves the ballistic $T^{3/2}$ law unchanged; only the tension across the flow ends it. In a wide sheet stretched between two contacts, the tension across the flow is only $C_{12}/C_{11}=1-2c_T^2/c_L^2$ of that along it, so the crossover temperature is lower by the same factor. This ratio is sensitive to the speeds: the rounded values used here give 0.11, while $c_L=21.3$ and $c_T=13.6$ km/s give 0.18. The same change raises $\sigma$ and $T_\sigma$ for a given biaxial strain by about 10%. A substrate is a more serious change: if it is rigid, a restoring energy $\frac12Kh^2$ gives $\omega^2=K/\rho+b^2q^4$, which has a gap and no low-temperature $T^{3/2}$ law. Partly reflecting contacts multiply $G$ by their combined transmission, repeated reflections included, if it is independent of frequency and angle; otherwise they can also change the exponent.

Two further corrections, estimated at 10 K, are:

- **Lattice slowing.** Replacing $q$ by $(2/a)\sin(qa/2)$ in the dispersion raises $G_F$ by 1.9%. This simple rule only illustrates the effect; the size in graphene depends on its actual flexural dispersion.
- **Scattering.** Let $C$ be the heat capacity per area of a branch with one speed $v$ and mean free path $\Lambda$. The ballistic conductance per width is $Cv/\pi$, since $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta/2\pi=1/\pi$. The diffusive one is $Cv\Lambda/2L$, since $\langle\cos^2\theta\rangle=1/2$. Adding the two resistances, an interpolation, increases the ballistic resistance by the fraction $2L/\pi\Lambda$. This is 3.2% for $L=1$ µm and an assumed $\Lambda=20$ µm. The interpolation is not exact near the ballistic limit: for isotropic scattering the leading correction there is $\pi L/4\Lambda$, or about 4%.

The numerical output below lists most of the values used above. Its figure for two quanta over the in-plane conductance is twice the one-channel free-edge correction quoted in the text.

## Calculated quantities

```
bending rigidity = 1.40 eV
mass per area = 0.76 mg/m2
longitudinal, transverse speed = 21, 14 km/s
lattice period = 0.246 nm
b = sqrt(rigidity/density) = 5.4327e-07 m2/s
ring frequency ratio, q doubled, tilt free = 3.989
ring frequency ratio, q doubled, tilt costly = 1.997
Gamma(7/2) zeta(5/2) = 4.4582
6 zeta(3) = 7.2123
flux-integral exponent, flexural = 1.5000
flux-integral exponent, in-plane = 2.0000
flux integral at 10 K, flexural = 6.3375 nW/(K um)
flux integral at 10 K, in-plane = 1.0294 nW/(K um)
longitudinal at 10 K = 0.4117 nW/(K um)
transverse at 10 K = 0.6176 nW/(K um)
T (K); flexural, in-plane, total in nW/(K um); ratio; total exponent
5; 2.2407, 0.2573, 2.4980; 8.707; 1.552
10; 6.3375, 1.0294, 7.3669; 6.157; 1.570
20; 17.9253, 4.1174, 22.0427; 4.354; 1.593
formal equality temperature = 379 K
flexural q at hbar omega = kB T, 10 K = 1.552 1/nm
flexural wavelength there = 4.05 nm
transverse wavelength there = 67.2 nm
2D Young modulus = 331.0 N/m
strain 1e-04: tension = 0.0372 N/m
  tension crossover temperature = 0.689 K
  flexural conductance shift at 10 K = -1.21 %
  exponent far below crossover = 2.000
strain 1e-03: tension = 0.3724 N/m
  tension crossover temperature = 6.889 K
  flexural conductance shift at 10 K = -9.58 %
  exponent far below crossover = 2.000
lattice slowing shift at 10 K, flexural = 1.93 %
lattice slowing shift at 10 K, in-plane = 0.030 %
strip width = 1.0 um
channel sum at 10 K, flexural = 6.3375 nW/K
channel sum at 10 K, in-plane = 1.0294 nW/K
first-channel temperature, flexural = 0.1638 mK
first-channel temperature, transverse = 0.672 K
one conductance quantum at 10 K = 0.00946 nW/K
one quantum / flexural strip = 0.15 %
two quanta / in-plane strip = 1.84 %
length, assumed free path = 1, 20 um
added scattering resistance = 3.2 %
one-loop rigidity increase at thermal q = 2.25 %
resulting flexural conductance shift = -0.55 %
```
